# Spin-polarized exchange from an unpolarized GGA or meta-GGA routine, part 3

Open-shell exchange for collinear spins is obtained by calling an unpolarized routine $e^0(n,\sigma,\tau)$, an energy per volume, once per spin $s$. It remains to test this on molecules and atoms. Units are SI: $k_e=2.307078\times10^{-28}$ J m, $\hbar^2/m=1.220853\times10^{-38}$ J m$^2$ ($m$ the electron mass), $a_0=5.291772\times10^{-11}$ m.

Each spin has density $n_s$, $\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'}$ and kinetic energy density $\tau_s=\frac{\hbar^2}{2m}\sum_i|\nabla\psi_{is}|^2$, with real orbitals $\psi_{is}$. Tildes mark the doubled arguments $\tilde n=2n_s$, $\tilde\sigma=4\sigma_{ss}$, $\tilde\tau=2\tau_s$. With $E_x^0=\int e^0\,d^3r$,

$$E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x^0[2n_\uparrow]+\tfrac12E_x^0[2n_\downarrow].$$

The wrapper `channel` returns $e_s=\tfrac12e^0$ and

$$\frac{\partial e_x}{\partial n_s}=e^0_n,\qquad \frac{\partial e_x}{\partial\sigma_{ss}}=2e^0_\sigma,\qquad \frac{\partial e_x}{\partial\tau_s}=e^0_\tau,\qquad\frac{\partial e_x}{\partial\sigma_{\uparrow\downarrow}}=0 .$$

Here $e^0=e^{\rm LDA}F(p,\alpha)$, $e^{\rm LDA}(n)=-C_xk_en^{4/3}$, $C_xk_e=1.703913\times10^{-28}$ J m, $\tau^{\rm unif}(n)=\frac{3}{10}\frac{\hbar^2}{m}(3\pi^2)^{2/3}n^{5/3}$ and

$$p=\frac{\sigma}{4(3\pi^2)^{2/3}n^{8/3}},\qquad \alpha=\frac{\tau-\tau^W}{\tau^{\rm unif}},\qquad \tau^W=\frac{\hbar^2\sigma}{8mn}.$$

Orbitals always give $\alpha_s\ge0$ ($\alpha$ at doubled arguments), and one orbital gives $0$. Subscripts denote partial derivatives:

$$e^0_n=\frac{e^{\rm LDA}}{n}\left[\frac43F-\frac83pF_p+\frac53(p-\alpha)F_\alpha\right],\qquad e^0_\tau=\frac{e^{\rm LDA}F_\alpha}{\tau^{\rm unif}} .$$

At fixed $p$ and $\alpha$, $e_\sigma=\partial e_s/\partial\sigma_{ss}$ scales as $n_s^{-4/3}$. PBE (GGA) has

$$F=1+\kappa-\frac{\kappa}{1+\mu p/\kappa},\qquad F_p=\frac{\mu}{(1+\mu p/\kappa)^2},\qquad \kappa=0.804,\quad\mu=0.2195150 .$$

MS0 (meta-GGA) has

$$F=F_1+f(\alpha)(F_0-F_1),\qquad f=\frac{(1-\alpha^2)^3}{1+\alpha^3+\alpha^6},$$

$$F_1=1+\kappa-\frac{\kappa^2}{\kappa+\frac{10}{81}p},\qquad F_0=1+\kappa-\frac{\kappa^2}{\kappa+\frac{10}{81}p+c},\qquad \kappa=0.29,\quad c=0.28771 .$$

B88 is written per spin, with parameter $\beta$. For one electron $E_x=-U$, the Hartree energy. The radial GGA potential, primes meaning $d/dr$, is

$$v_{xs}=e_n-2\left[e_\sigma\left(n_s''+\frac{2n_s'}{r}\right)+n_s'\left(e_{n\sigma}n_s'+2e_{\sigma\sigma}n_s'n_s''\right)\right].$$

Orbital coefficients $C^s$ give $D^s=C^sC^{sT}$ and $V^s=\partial E_x/\partial D^s$. The gas check uses $j_1(x)=(\sin x-x\cos x)/x^2$. Correlation couples opposite spins and cannot be scaled this way.

### Triplet ethylene at one point

The geometry of C$_2$H$_4$ is a chosen input: planar, CC distance 134 pm, CH distance 109 pm, HCH angle 117°. The orbitals come from an unrestricted PBE calculation of the triplet in the 6-31G basis (26 functions, 43904 grid points). The digits shown below belong to this basis and grid and are not converged properties of the molecule. In the def2-TZVP basis the up and down densities at the point used below fall by 8 and 18 percent, $p$ and $\alpha$ there rise by 6 to 21 percent, the integrated exchange energies shift by up to $3\times10^{-20}$ J (PBE and MS0 then lie 0.6 percent above and 0.8 percent below exact exchange), the errors of the faulty wrappers change by up to 8 percent and the correlation energies by 1 percent. A grid of 120048 points changes the undoubled-$\tau$ error by 0.6 percent. No sign changes. The grid integrates to $N_\uparrow=9.0000$ and $N_\downarrow=7.0000$, with $\int\tau_\uparrow=1.76488\times10^{-16}$ J and $\int\tau_\downarrow=1.65187\times10^{-16}$ J.

At a point 80 pm above one carbon, normal to the molecular plane, the inputs are:

| | $n_s$ (m$^{-3}$) | $\sigma_{ss}$ (m$^{-8}$) | $\tau_s$ (J/m$^3$) |
|---|---|---|---|
| up | $4.55043\times10^{29}$ | $2.17901\times10^{80}$ | $1.15248\times10^{12}$ |
| down | $8.67211\times10^{28}$ | $1.29216\times10^{79}$ | $5.99921\times10^{11}$ |

The point lies in the region of the out-of-plane orbitals, which hold the two unpaired electrons, and the up density is about five times the down density. For the up channel the doubled arguments are $\tilde n=9.10086\times10^{29}$, $\tilde\sigma=8.71604\times10^{80}$ and $\tilde\tau=2.30496\times10^{12}$. Then $\tilde n^{1/3}=9.69083\times10^9$, $\tilde n^{4/3}=8.81949\times10^{39}$, $\tilde n^{5/3}=8.54682\times10^{49}$, $\tilde n^{8/3}=7.77834\times10^{79}$, and $(3\pi^2)^{2/3}=9.57078$. So

$$p=\frac{8.71604\times10^{80}}{4\times9.57078\times7.77834\times10^{79}}=0.29270,$$

$$e^{\rm LDA}=-1.703913\times10^{-28}\times8.81949\times10^{39}=-1.50276\times10^{12}\ \mathrm{J/m^3}.$$

For PBE, $\mu p/\kappa=0.079916$, $F=1.804-0.804/1.079916=1.05950$ and $F_p=0.219515/1.079916^2=0.18823$. The routine returns $e^0=-1.50276\times10^{12}\times1.05950=-1.59217\times10^{12}$ J/m$^3$. The density derivative is

$$e^0_n=-1.65123\times10^{-18}\left[\tfrac43\times1.05950-\tfrac83\times0.29270\times0.18823\right]=-1.65123\times10^{-18}\times1.26574=-2.09004\times10^{-18}\ \mathrm J,$$

where the prefactor is $e^{\rm LDA}/\tilde n$. The gradient derivative is $e^0_\sigma=e^{\rm LDA}F_p\,p/\tilde\sigma=-9.499\times10^{-71}$ J m$^5$, printed as $-9.49907\times10^{-71}$. The wrapper halves the first number, keeps the second and doubles the third: $e_\uparrow=-7.96087\times10^{11}$ J/m$^3$, $\partial e/\partial n_\uparrow=-2.09004\times10^{-18}$ J, $\partial e/\partial\sigma_{\uparrow\uparrow}=-1.89981\times10^{-70}$ J m$^5$.

For MS0 the kinetic quantities are

$$\tilde\tau^W=\frac{1.220853\times10^{-38}\times8.71604\times10^{80}}{8\times9.10086\times10^{29}}=1.46154\times10^{12}\ \mathrm{J/m^3},$$

$$\tau^{\rm unif}=0.3\times1.220853\times10^{-38}\times9.57078\times8.54682\times10^{49}=2.99596\times10^{12}\ \mathrm{J/m^3},$$

so $\alpha=(2.30496-1.46154)/2.99596=0.28152$. With $\frac{10}{81}p=0.036136$ and $\kappa^2=0.0841$, $F_1=1.29-0.0841/0.326136=1.03213$ and $F_0=1.29-0.0841/0.613846=1.15300$. The interpolation function is $f=0.920746^3/1.022809=0.76318$, giving $F=1.03213+0.76318\times0.12086=1.12437$ and $e^0=-1.68966\times10^{12}$ J/m$^3$. For the $\tau$ derivative, with $\Delta=1+\alpha^3+\alpha^6$, the quotient rule gives

$$f'=\frac{-6\alpha(1-\alpha^2)^2\Delta-(1-\alpha^2)^3(3\alpha^2+6\alpha^5)}{\Delta^2}=\frac{-1.46465-0.19387}{1.04614}=-1.58538,$$

and $e^0_\tau=e^{\rm LDA}f'(F_0-F_1)/\tau^{\rm unif}=1.50276\times1.58538\times0.12086/2.99596=0.09611$. The routine also returns $e^0_n=-2.41267\times10^{-18}$ J and $e^0_\sigma=-1.83444\times10^{-70}$ J m$^5$. After wrapping, $e_\uparrow=-8.44832\times10^{11}$ J/m$^3$, $\partial e/\partial n_\uparrow=-2.41267\times10^{-18}$ J, $\partial e/\partial\sigma_{\uparrow\uparrow}=-3.66888\times10^{-70}$ J m$^5$ and $\partial e/\partial\tau_\uparrow=0.09611$. Had $\tau_\uparrow$ been left undoubled, $\alpha$ would have been $(1.15248-1.46154)/2.99596=-0.103$, a value that no set of orbitals can produce.

The down channel at the same point has $p=1.44308$ and $\alpha=3.94039$, a quite different regime. PBE gives $e_\downarrow=-1.01132\times10^{11}$ J/m$^3$, $\partial e/\partial n_\downarrow=-1.14182\times10^{-18}$ J and $\partial e/\partial\sigma_{\downarrow\downarrow}=-1.03960\times10^{-69}$ J m$^5$. MS0 gives $-8.69608\times10^{10}$ J/m$^3$, $-1.10336\times10^{-18}$ J, $-7.51691\times10^{-70}$ J m$^5$ and $\partial e/\partial\tau_\downarrow=0.00564$. The minority channel has the smaller energy density and the larger $\sigma$ derivative. The factor $n_s^{-4/3}$ alone would make the down derivative $5.25^{4/3}=9.1$ times the up one, but it applies only at fixed $p$ and $\alpha$. For PBE, $F_p$ falls from $0.188$ to $0.113$ at the larger $p$, which reduces the ratio to the observed $5.5$; for MS0 the observed ratio is $2.0$.

### Integrated energies and the cost of wrong factors

The exact exchange energy of these orbitals, summed over same-spin pairs of spin-orbitals, is $-5.155106\times10^{-17}$ J. The two fictitious closed shells have $E_x^0[2n_\uparrow]=-5.545082\times10^{-17}$ J and $E_x^0[2n_\downarrow]=-4.765129\times10^{-17}$ J, and half their sum, $-10.310211\times10^{-17}/2$, reproduces it. The wrapped PBE routine gives $-2.757613\times10^{-17}-2.362915\times10^{-17}=-5.120528\times10^{-17}$ J, and MS0 gives $-2.790374\times10^{-17}-2.400941\times10^{-17}=-5.191315\times10^{-17}$ J, about 0.7 percent above and below the exact value. B88 gives $-5.152360\times10^{-17}$ J both in its native per-spin form and by wrapping.

The errors of three faulty wrappers, as faulty minus correct energy in J, are:

| fault | PBE | MS0 |
|---|---|---|
| total density in $e^0$ | $2.7875\times10^{-19}$ | $3.9729\times10^{-19}$ |
| $2\sigma_{ss}$ for $4\sigma_{ss}$ | $2.1959\times10^{-18}$ | $2.7742\times10^{-18}$ |
| $\tau_s$ for $2\tau_s$ | none | $1.5913\times10^{-19}$ |

The first fault gives the correct energy and potential matrix for a closed shell and passes any test of those two. In a closed shell it shows in the pointwise $\sigma_{ss'}$ derivatives, in the pointwise second derivatives ($\partial^2e_x/\partial n_\uparrow^2$ is half the correct value and the mixed-spin terms are not zero) and in the spin response, since an energy built from total quantities does not change when $\delta n_\uparrow=-\delta n_\downarrow$. Its sign is fixed at the LDA level by convexity: the mean of $(2n_\uparrow)^{4/3}$ and $(2n_\downarrow)^{4/3}$ exceeds $n^{4/3}$, so ignoring polarization loses exchange energy. It is only 0.5 to 0.8 percent of $E_x$, but it vanishes for a closed-shell singlet and so goes straight into the gap between such a singlet and the triplet. A spin-broken singlet, with $n_\uparrow\neq n_\downarrow$ locally, carries the fault as well. The second fault halves $p$ and, for MS0, also halves $\tilde\tau^W$, which raises $\alpha$ by $\tfrac56p$. Both changes lower $F$: $F_p>0$, and the numerator of $f'$ simplifies to $-(1-\alpha^2)^2(6\alpha+3\alpha^2+3\alpha^4+6\alpha^5)\le0$ for $\alpha\ge0$. The error is 4 to 5 percent of $E_x$ here, and the fault is present for a closed shell too, so an unpolarized test reveals it.

The third is only 0.3 percent of $E_x$. The faulty variable is $\alpha'=(\tilde\tau/2-\tilde\tau^W)/\tau^{\rm unif}=\alpha/2-\tfrac56p$. Where $\alpha$ is near one and $p$ is small, $\alpha'$ moves toward one half, $f$ rises and the energy drops; where $\alpha$ is near zero, $\alpha'$ is negative, $f$ falls below one and the energy rises. The two effects have opposite signs in the integral; their separate sizes are not computed here. The faulty total, $-5.191315\times10^{-17}+0.015913\times10^{-17}=-5.175402\times10^{-17}$ J, lies closer to exact exchange than the correct one, so agreement with exact exchange is no test of the wrapper. The error is still about one electronvolt.

Correlation scaled in the same way gives $-2.16735\times10^{-18}$ J against the true PBE value $-2.12408\times10^{-18}$ J. The discrepancy is 2 percent of the PBE correlation energy, the scaled form being larger in magnitude in this example. The scaled form coincides with the true one at points where both the densities and the gradients of the two spins are equal, so a small discrepancy in a molecule with only two unpaired electrons out of sixteen is no evidence for the relation.

### Hydrogen atom

Here $n_\uparrow=e^{-2r/a_0}/\pi a_0^3$ and the down channel is empty. With $\rho=r/a_0$, the charge inside $r$ is $1-e^{-2\rho}(1+2\rho+2\rho^2)$ and acts as $1/r$, and the shells outside contribute $e^{-2\rho}(1+2\rho)/a_0$. Their sum is $v_H=\frac{k_e}{a_0}[1/\rho-e^{-2\rho}(1/\rho+1)]$. With the weight $4\rho^2e^{-2\rho}d\rho$, the first term integrates to $4\cdot\frac14=1$ and the second to $4(\frac1{16}+\frac{2}{64})=\frac38$, so $U=\frac12\cdot\frac58\,k_e/a_0$ and $E_x=-\frac5{16}\times4.359745\times10^{-18}=-1.36242\times10^{-18}$ J. Wrapped PBE gives $-1.33382\times10^{-18}$ J and wrapped MS0 $-1.36238\times10^{-18}$ J. The parameter $c$ of MS0 is fitted to this energy with $\alpha=0$, so the agreement is not a prediction, but it does expose a gross error in the factor on $\tau$. Because $f'(0)=0$, a small departure from $\alpha_\uparrow=0$ changes the energy only in second order and is not detected this way. Treating the atom as unpolarized gives $-1.10736\times10^{-18}$ J with PBE. The ratio $1.33382/1.10736=1.20$ is below the LDA ratio $2^{1/3}=1.26$ because doubling the density lowers $p$ by $2^{-2/3}$ and with it $F$.

The radial formula gives $v_{x\uparrow}=-2.98296\times10^{-18}$, $-2.04740\times10^{-18}$ and $-9.89908\times10^{-19}$ J at $r=0.5a_0$, $a_0$ and $2a_0$. The exact potential is $-v_H$, which at $2a_0$ is already close to $-k_e/r=-2.18\times10^{-18}$ J. The PBE potential is about half of that. This is a defect of the PBE potential itself, which the wrapper transmits faithfully. For the variation $\delta n=n\exp[-(r/a_0-1.5)^2]$, the central difference of the energy and the integral $\int v_{x\uparrow}\delta n$ both equal $-1.091413\times10^{-18}$ J.

## What the numerical check tests

The numerical check builds PBE and MS0 exchange as unpolarized routines and wraps them with the function `channel`. Exact exchange from an explicit sum over spin-orbital pairs is compared with closed-shell exchange of $2D^s$; since the same orbitals enter both sides, this tests the spin sum and the doubling, not the separation of the constrained search. The polarized gas is computed by quadrature of the density matrix. B88 in its native form is compared point by point with the wrapped unpolarized libxc routine, and wrapped PBE and MS0 with the polarized libxc routines, including the vanishing of the $\sigma_{\uparrow\downarrow}$ derivative. All second-derivative factors, and the absence of mixed-spin terms, are tested at the example point by finite differences of the libxc first derivatives. The matrices $V^s$ are compared with those of pyscf and with central differences of the energy along random orbital changes $C^s\to C^s+\epsilon X$, which keep $D^s$ positive semidefinite and give $dD^s/d\epsilon=XC^{sT}+C^sX^T$. A new $X$ is drawn each time; the difference quotient and $\mathrm{Tr}(V^s\,dD^s/d\epsilon)$ agree in all printed digits, $1.100454\times10^{-18}$ and $-2.119240\times10^{-18}$ J for PBE up and down, $-1.985244\times10^{-18}$ and $2.047379\times10^{-18}$ J for MS0. The hydrogen tests cover the empty channel, the local potential and the MS0 energy, and further assertions confirm that the $2\sigma_{ss}$ and undoubled-$\tau$ faults and scaled correlation give different energies.

## Table of computed values

```
ke = 2.307078e-28 J m, hbar^2/m = 1.220853e-38 J m^2
a0 = 5.291772e-11 m, ke/a0 = 4.359745e-18 J
PBE kappa = 0.804, mu = 0.2195150; MS0 kappa = 0.29, c = 0.28771; B88 beta = 0.0042
gas: n_up = 3.0e+29, n_dn = 1.0e+29 m^-3, int j1^2/x dx = 0.2500000
gas e_x: definition -5.307860e+11, scaled -5.307860e+11 J/m^3
C2H4 triplet: CC 1.34e-10 m, CH 1.09e-10 m, HCH 117.0 deg, 6-31G
basis functions 26, grid points 43904
N_up = 9.0000, int tau_up = 1.76488e-16 J
N_dn = 7.0000, int tau_dn = 1.65187e-16 J
exact Ex = -5.155106e-17 J
exact Ex0[2n_up] = -5.545082e-17 J, Ex0[2n_dn] = -4.765129e-17 J
B88 Ex: native -5.152360e-17 J, scaled -5.152360e-17 J
point: 8.0e-11 m above a carbon, normal to the plane
 up: n 4.55043e+29 m^-3, sigma 2.17901e+80 m^-8, tau 1.15248e+12 J/m^3
 up: doubled arguments give p = 0.29270, alpha = 0.28152
 dn: n 8.67211e+28 m^-3, sigma 1.29216e+79 m^-8, tau 5.99921e+11 J/m^3
 dn: doubled arguments give p = 1.44308, alpha = 3.94039
PBE unpol at doubled up: e0 -1.59217e+12 J/m^3, e0_n -2.09004e-18 J
PBE unpol: e0_sigma -9.49907e-71 J m^5, e0_tau 0.00000
PBE up: e -7.96087e+11 J/m^3, de/dn -2.09004e-18 J
PBE up: de/dsigma -1.89981e-70 J m^5, de/dtau 0.00000
PBE dn: e -1.01132e+11 J/m^3, de/dn -1.14182e-18 J
PBE dn: de/dsigma -1.03960e-69 J m^5, de/dtau 0.00000
PBE Ex up -2.757613e-17, dn -2.362915e-17, total -5.120528e-17 J
PBE spin 0: dE/deps FD 1.100454e-18 J, Tr(V dD) 1.100454e-18 J
PBE spin 1: dE/deps FD -2.119240e-18 J, Tr(V dD) -2.119240e-18 J
PBE error, total density in e0: 2.7875e-19 J
PBE error, 2*sigma: 2.1959e-18 J
MS0 unpol at doubled up: e0 -1.68966e+12 J/m^3, e0_n -2.41267e-18 J
MS0 unpol: e0_sigma -1.83444e-70 J m^5, e0_tau 0.09611
MS0 up: e -8.44832e+11 J/m^3, de/dn -2.41267e-18 J
MS0 up: de/dsigma -3.66888e-70 J m^5, de/dtau 0.09611
MS0 dn: e -8.69608e+10 J/m^3, de/dn -1.10336e-18 J
MS0 dn: de/dsigma -7.51691e-70 J m^5, de/dtau 0.00564
MS0 Ex up -2.790374e-17, dn -2.400941e-17, total -5.191315e-17 J
MS0 spin 0: dE/deps FD -1.985244e-18 J, Tr(V dD) -1.985244e-18 J
MS0 spin 1: dE/deps FD 2.047379e-18 J, Tr(V dD) 2.047379e-18 J
MS0 error, total density in e0: 3.9729e-19 J
MS0 error, 2*sigma: 2.7742e-18 J
MS0 error, 1*tau: 1.5913e-19 J
PBE Ec true -2.12408e-18 J, spin-scaled (invalid) -2.16735e-18 J
H Ex: exact -1.36242e-18, PBE -1.33382e-18, MS0 -1.36238e-18 J
H Ex: PBE wrongly unpolarized -1.10736e-18 J
H variation: dn = n exp(-(r/a0 - 1.5)^2)
H dE/deps FD -1.091413e-18 J, int v dn -1.091413e-18 J
H PBE v_x,up(r = 0.5 a0) = -2.98296e-18 J
H PBE v_x,up(r = 1.0 a0) = -2.04740e-18 J
H PBE v_x,up(r = 2.0 a0) = -9.89908e-19 J
```
